# Film thickness or arm length in the threading-dislocation force?: verification in Python

```python
# Result under test: the force driving a threading dislocation arm along its
# misfit line is F = sigma*b*h*cos(lambda), not tau*b*h, where
# tau = sigma*cos(lambda)*cos(phi) is the resolved shear stress.
# x: in the interface, normal to the misfit line; y: misfit line; z: film normal.
# lambda: angle between Burgers vector b and x; phi: angle between the
# glide-plane normal and x; h: film thickness; sigma: biaxial film stress.
# Units: nm, GPa, nN (1 GPa nm^2 = 1 nN). Line energy per length is in nN.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import lambertw

# Rough typical inputs: Si-Ge film with about 20% Ge on Si(001)
lattice = 0.543
misfit = 0.008
thickness = 19.0
c11, c12, c44 = 166.0, 64.0, 80.0
ge11, ge12 = 129.0, 48.0
ge_fraction = 0.2
surface_energy = 1.2          # J/m^2, equal to nN/nm
expansion_difference = 6e-7   # 1/K, film minus substrate
growth_temp, cool_temp, room_temp = 823.0, 673.0, 298.0
glide_barrier = 2.2           # eV

# Crystal geometry expressed in film axes
axes = np.array([[1, 1, 0], [-1, 1, 0], [0, 0, np.sqrt(2)]]) / np.sqrt(2)
burgers = axes @ (lattice / 2 * np.array([1.0, 0.0, -1.0]))
normal = axes @ (np.array([1.0, 1.0, 1.0]) / np.sqrt(3))
b = np.linalg.norm(burgers)
cos_lambda = burgers[0] / b
cos_phi = normal[0]
cos_beta = abs(burgers[1]) / b
assert abs(burgers @ normal) < 1e-12 and abs(normal[1]) < 1e-12


def cubic_tensor(s11, s12, s44, rotation):
    d = np.eye(3)
    c = (s12 * np.einsum('ij,kl->ijkl', d, d)
         + s44 * (np.einsum('ik,jl->ijkl', d, d)
                  + np.einsum('il,jk->ijkl', d, d)))
    for a in range(3):
        c[a, a, a, a] += s11 - s12 - 2 * s44
    return np.einsum('ai,bj,ck,dl,ijkl->abcd',
                     rotation, rotation, rotation, rotation, c)


stiffness = cubic_tensor(c11, c12, c44, axes)


def relaxed_film(in_plane):
    """Energy density and stress after freeing all out-of-plane strains."""
    strain = np.zeros((3, 3))
    strain[:2, :2] = in_plane
    modes = []
    for i in range(3):
        m = np.zeros((3, 3))
        m[i, 2] += 0.5
        m[2, i] += 0.5
        modes.append(m)
    modes = np.array(modes)
    matrix = np.einsum('aij,ijkl,bkl->ab', modes, stiffness, modes)
    load = np.einsum('aij,ijkl,kl->a', modes, stiffness, strain)
    strain = strain + np.einsum('a,aij->ij', np.linalg.solve(matrix, -load), modes)
    stress = np.einsum('ijkl,kl->ij', stiffness, strain)
    return 0.5 * np.sum(stress * strain), stress


biaxial_modulus = c11 + c12 - 2 * c12**2 / c11
sigma = biaxial_modulus * misfit
stress_film = relaxed_film(misfit * np.eye(2))[1]
assert np.allclose(stress_film, np.diag([sigma, sigma, 0]), atol=1e-10)


def arm_force(stress_of_z, b_vec, n_vec, h, sideways):
    """Peach-Koehler force summed along an arm drawn in the glide plane."""
    t = np.linspace(0, 1, 4001)
    upslope = np.array([-n_vec[2], 0.0, n_vec[0]])
    points = np.outer(t * h / upslope[2], upslope)
    points[:, 1] += sideways(t)
    pieces = np.diff(points, axis=0)
    heights = 0.5 * (points[1:, 2] + points[:-1, 2])
    traction = np.array([stress_of_z(z) @ b_vec for z in heights])
    return np.cross(traction, pieces).sum(axis=0)


# Driving force: resolved stress times true arm length, and the short rule
tau = normal @ stress_film @ burgers / b
arm_length = thickness / np.sqrt(1 - normal[2]**2)
force = sigma * b * thickness * cos_lambda
short_force = tau * b * thickness
assert np.isclose(tau * b * arm_length, force, rtol=1e-10)


def wavy(t):
    return 12 * t + 5 * np.sin(7 * t)


curved = arm_force(lambda z: stress_film, burgers, normal, thickness, wavy)
assert np.isclose(abs(curved[1]), force, rtol=1e-8)
assert abs(abs(curved[1]) - short_force) > 0.1 * force


# Graded stress with a different stress along the misfit line
def graded(z):
    return np.diag([sigma * (1 + (z / thickness)**2), 0.3 * sigma, 0.0])


graded_force = arm_force(graded, burgers, normal, thickness, wavy)
stress_integral = quad(lambda z: graded(z)[0, 0], 0, thickness)[0]
assert np.isclose(abs(graded_force[1]), burgers[0] * stress_integral, rtol=1e-6)

# Different inclinations at fixed in-plane edge component of b
for angle in np.radians([20, 40, 60, 75]):
    n_test = np.array([np.sin(angle), 0, np.cos(angle)])
    b_test = np.array([burgers[0], 0.1, -burgers[0] * np.tan(angle)])
    f_test = arm_force(lambda z: stress_film, b_test, n_test, thickness, wavy)
    short_test = n_test @ stress_film @ b_test * thickness
    assert np.isclose(abs(f_test[1]), force, rtol=1e-8)
    assert np.isclose(short_test / abs(f_test[1]), np.sin(angle), rtol=1e-8)
    cos_lam = b_test[0] / np.linalg.norm(b_test)
    sin_bet = np.sqrt(1 - (b_test[1] / np.linalg.norm(b_test))**2)
    assert np.isclose(cos_lam, sin_bet * np.cos(angle))

# Straight oblique arm, 60 degrees from the misfit line within the glide plane
oblique_angle = np.radians(60)
oblique_length = arm_length / np.sin(oblique_angle)
oblique = arm_force(lambda z: stress_film, burgers, normal, thickness,
                    lambda t: t * arm_length / np.tan(oblique_angle))
oblique_glide = np.linalg.norm(oblique - (oblique @ normal) * normal)
assert np.isclose(abs(oblique[1]), force, rtol=1e-8)
assert np.isclose(oblique_glide, tau * b * oblique_length, rtol=1e-8)


# Elastic energy released by a sparse set of slipped planes
def film_energy(line_density):
    slip = 0.5 * (np.outer(burgers, normal) + np.outer(normal, burgers))
    plastic = slip * line_density * arm_length / thickness
    return thickness * relaxed_film(misfit * np.eye(2) - plastic[:2, :2])[0]


density_step = 1e-4
energy_release = (film_energy(-density_step)
                  - film_energy(density_step)) / (2 * density_step)
assert np.isclose(energy_release, force, rtol=1e-7)

# Isotropic averages used for the dislocation line energy
shear = (c11 - c12 + 3 * c44) / 5
triple_bulk = c11 + 2 * c12
poisson = (triple_bulk - 2 * shear) / (2 * (triple_bulk + shear))
line_factor = (shear * b**2 * (1 - poisson * cos_beta**2)
               / (4 * np.pi * (1 - poisson)))


def image_force(depth):
    """Cancel surface tractions with line loads; return force toward surface."""
    bx, by, bz = burgers
    screw = -by
    edge_scale = shear / (2 * np.pi * (1 - poisson))

    def integrand(s):
        r2 = s**2 + depth**2
        common = edge_scale * (s**2 - depth**2) / r2**2
        t_x = common * (bx * s + bz * depth)
        t_z = (edge_scale * bx * depth * (s**2 - depth**2) / r2**2
               + edge_scale * bz * s * (s**2 + 3 * depth**2) / r2**2)
        t_w = shear * screw * s / (2 * np.pi * r2)
        r = np.sqrt(r2)
        ray = np.array([-s, -depth]) / r
        radial = 2 * (t_x * ray[0] + t_z * ray[1]) / (np.pi * r)
        anti = t_w / (np.pi * r)
        return -(radial * ray[0] * (ray[0] * bx + ray[1] * bz)
                 + anti * ray[0] * screw)

    return quad(integrand, -np.inf, np.inf, epsabs=1e-10, limit=300)[0]


for depth in (5.0, thickness):
    assert np.isclose(image_force(depth), line_factor / depth, rtol=1e-6)


# Anisotropic line-energy factor from the angular integral of elasticity
def general_line_factor(c):
    total = np.zeros((3, 3))
    angles = np.linspace(0, 2 * np.pi, 400, endpoint=False)
    for w in angles:
        m = np.array([np.cos(w), 0, np.sin(w)])
        n = np.array([-np.sin(w), 0, np.cos(w)])
        mm = np.einsum('i,ijkl,l->jk', m, c, m)
        mn = np.einsum('i,ijkl,l->jk', m, c, n)
        nn = np.einsum('i,ijkl,l->jk', n, c, n)
        total += mm - mn @ np.linalg.solve(nn, mn.T)
    matrix = total * (2 * np.pi / len(angles)) / (8 * np.pi**2)
    return burgers @ matrix @ burgers


lame = triple_bulk / 3 - 2 * shear / 3
isotropic = cubic_tensor(lame + 2 * shear, lame, shear, axes)
assert np.isclose(general_line_factor(isotropic), line_factor, rtol=1e-9)
anisotropic_factor = general_line_factor(stiffness)


def critical_thickness(force_per_nm, factor=line_factor, constant=1.0):
    scale = factor / force_per_nm
    return brentq(lambda h: h - scale * (np.log(h / b) + constant), scale, 1e4)


slope = force / thickness
short_slope = short_force / thickness
h_correct = critical_thickness(slope)
h_short = critical_thickness(short_slope)
for s, h_root in ((slope, h_correct), (short_slope, h_short)):
    scale = line_factor / s
    h_lambert = -scale * lambertw(-b / (scale * np.e), -1).real
    assert np.isclose(h_root, h_lambert, rtol=1e-9)
assert h_short / h_correct > 1 / cos_phi
resistance = line_factor * (np.log(thickness / b) + 1)

# Sizes of neglected effects
ge_modulus = ge11 + ge12 - 2 * ge12**2 / ge11
soft_ratio = 1 + ge_fraction * (ge_modulus / biaxial_modulus - 1)
thermal_misfit = expansion_difference * (growth_temp - room_temp)
hot_ratio = 1 + thermal_misfit / misfit
step_energy = surface_energy * np.hypot(burgers[0], burgers[2])
h_aniso = critical_thickness(slope, anisotropic_factor)
h_soft = critical_thickness(slope * soft_ratio)
h_hot = critical_thickness(slope * hot_ratio)
h_step = critical_thickness(slope, constant=1 + step_energy / line_factor)
h_core_low = critical_thickness(slope, constant=0.0)
h_core_high = critical_thickness(slope, constant=np.log(4))
largest_factor = max(line_factor, anisotropic_factor)
h_upper = critical_thickness(slope * soft_ratio, largest_factor,
                             np.log(4) + step_energy / largest_factor)
k_ev = constants.k / constants.e
slowing = np.exp(glide_barrier / k_ev * (1 / cool_temp - 1 / growth_temp))
to_ev_per_nm = 1e-18 / constants.e


def show(label, value, unit='', digits=3):
    print(f'{label}: {value:.{digits}f} {unit}'.rstrip())


show('Lattice parameter (rough)', lattice, 'nm')
show('Misfit strain (rough)', misfit, '', 4)
show('Film thickness', thickness, 'nm', 1)
print(f'Cubic constants C11, C12, C44 (rough): {c11:.0f}, {c12:.0f}, {c44:.0f} GPa')
show('Burgers vector length', b, 'nm', 4)
show('cos(lambda)', cos_lambda, '', 4)
show('cos(phi)', cos_phi, '', 4)
show('Glide-plane angle to interface', np.degrees(np.arccos(normal[2])), 'deg', 2)
show('Angle of b to misfit line', np.degrees(np.arccos(cos_beta)), 'deg', 2)
show('Biaxial modulus', biaxial_modulus, 'GPa', 1)
show('Film stress', sigma, 'GPa')
show('Resolved shear stress', tau, 'GPa')
show('Length of arm normal to misfit line', arm_length, 'nm', 2)
show('Correct driving force', force, 'nN')
show('Correct driving force', force * to_ev_per_nm, 'eV/nm', 2)
show('Short-rule force', short_force, 'nN')
show('Short-rule underestimate', 100 * (1 - short_force / force), '%', 1)
show('Force from film energy release', energy_release, 'nN')
show('Force along y on curved arm', abs(curved[1]), 'nN')
show('Length of oblique 60 deg arm', oblique_length, 'nm', 2)
show('Total glide force on oblique arm', oblique_glide, 'nN')
show('Its component along misfit line', abs(oblique[1]), 'nN')
show('Average shear modulus', shear, 'GPa', 1)
show('Average Poisson ratio', poisson)
show('Line-energy factor K', line_factor, 'nN', 4)
show('Line resistance at film thickness', resistance, 'nN')
show('Critical thickness, correct force', h_correct, 'nm', 2)
show('Critical thickness, short rule', h_short, 'nm', 2)
show('Ratio of critical thicknesses', h_short / h_correct)
show('Anisotropic line-energy factor', anisotropic_factor, 'nN', 4)
show('h_c with anisotropic line energy', h_aniso, 'nm', 2)
show('Film modulus ratio, alloy to silicon', soft_ratio)
show('h_c with softer alloy film', h_soft, 'nm', 2)
show('Growth temperature (rough)', growth_temp, 'K', 0)
show('Extra misfit at growth temperature', thermal_misfit, '', 6)
show('h_c with extra thermal misfit', h_hot, 'nm', 2)
show('Surface energy (rough)', surface_energy, 'J/m^2', 1)
show('Surface-step cost, facet estimate', step_energy, 'nN')
show('h_c with surface-step cost', h_step, 'nm', 2)
show('h_c with core constant 0', h_core_low, 'nm', 2)
show('h_c with core constant ln 4', h_core_high, 'nm', 2)
show('h_c with raising effects combined', h_upper, 'nm', 2)
show('Glide barrier (rough)', glide_barrier, 'eV', 1)
show('Cooled temperature', cool_temp, 'K', 0)
show('Glide slowing factor on cooling', slowing, '', 0)
print('checks complete')
```

Printed output:

```
Lattice parameter (rough): 0.543 nm
Misfit strain (rough): 0.0080
Film thickness: 19.0 nm
Cubic constants C11, C12, C44 (rough): 166, 64, 80 GPa
Burgers vector length: 0.3840 nm
cos(lambda): 0.5000
cos(phi): 0.8165
Glide-plane angle to interface: 54.74 deg
Angle of b to misfit line: 60.00 deg
Biaxial modulus: 180.7 GPa
Film stress: 1.445 GPa
Resolved shear stress: 0.590 GPa
Length of arm normal to misfit line: 23.27 nm
Correct driving force: 5.272 nN
Correct driving force: 32.90 eV/nm
Short-rule force: 4.304 nN
Short-rule underestimate: 18.4 %
Force from film energy release: 5.272 nN
Force along y on curved arm: 5.272 nN
Length of oblique 60 deg arm: 26.87 nm
Total glide force on oblique arm: 6.087 nN
Its component along misfit line: 5.272 nN
Average shear modulus: 68.4 GPa
Average Poisson ratio: 0.217
Line-energy factor K: 0.9691 nN
Line resistance at film thickness: 4.750 nN
Critical thickness, correct force: 16.66 nm
Critical thickness, short rule: 21.50 nm
Ratio of critical thicknesses: 1.290
Anisotropic line-energy factor: 0.9443 nN
h_c with anisotropic line energy: 16.12 nm
Film modulus ratio, alloy to silicon: 0.956
h_c with softer alloy film: 17.63 nm
Growth temperature (rough): 823 K
Extra misfit at growth temperature: 0.000315
h_c with extra thermal misfit: 15.87 nm
Surface energy (rough): 1.2 J/m^2
Surface-step cost, facet estimate: 0.399 nN
h_c with surface-step cost: 18.46 nm
h_c with core constant 0: 12.03 nm
h_c with core constant ln 4: 18.35 nm
h_c with raising effects combined: 21.22 nm
Glide barrier (rough): 2.2 eV
Cooled temperature: 673 K
Glide slowing factor on cooling: 1006
checks complete
```
